\section*{Hirshfeld Effective Volumes in Crystals: Grids, References, Cutoffs and Missing Cores}

\section{A case that can be seen through}

Place spherical free-atom densities on the sites of a crystal and add them up. Call the sum $n_{\rm pro}$, the promolecule density, and suppose that the true density is $n=\lambda n_{\rm pro}$ with a constant $\lambda$. The Hirshfeld scheme gives atom $X$ the share $w_X=n_X/n_{\rm pro}$ of the density at each point, so atom $X$ receives $w_Xn=\lambda n_X$: its free density, scaled. Its effective volume is
\[
V_X=\int r_X^3\,w_X n\,d^3r=\lambda\int r^3 n_X(r)\,d^3r=\lambda V_X^{\rm free}.
\]
The lattice constant has dropped out. This happens because the integral runs over all space, although the crystal repeats: the tail of $n_X$ reaches into neighbouring cells and counts there. A code that integrates over one cell must bring that tail back.

\section{Definition and average form}

Hartree atomic units are used; lengths are in bohr and volumes in bohr$^3$. Let $n$ be periodic with lattice vectors $\mathbf L$, let $n_X(r)$ be a positive spherical reference that decays exponentially, and let $r_X=|\mathbf r-\mathbf R_X|$. Define
\begin{align}
n_{\rm pro}(\mathbf r)&=\sum_{Y,\mathbf L}n_Y(|\mathbf r-\mathbf R_Y-\mathbf L|),\qquad Q=\frac{n}{n_{\rm pro}},\\
V_X&=\int r_X^3\,\frac{n_X(r_X)}{n_{\rm pro}}\,n\,d^3r=\int r_X^3\,n_X(r_X)\,Q\,d^3r. \label{avg}
\end{align}
The sum over $Y$ covers the atoms of one cell. Dividing by $V_X^{\rm free}=\int r^3n_X\,d^3r$ shows that $v_X=V_X/V_X^{\rm free}$ is the mean of $Q$ with the normalized weight $r^3n_X/V_X^{\rm free}$. Most of what follows is a reading of this statement.

In pairwise dispersion schemes built on Hirshfeld volumes, the polarizability is assumed proportional to this volume, $\alpha=v\,\alpha^{\rm free}$. For two like atoms the London form is $C_6=\tfrac34\omega\alpha^2$. If the excitation energy $\omega$ is kept at its free-atom value, then $C_6=v^2C_6^{\rm free}$, and a small relative error in $v$ is doubled in $C_6$.

\section{Two quadratures}

\subsection{Uniform grid}
Split all space into cells displaced by $\mathbf T$. Since $Q(\mathbf r+\mathbf T)=Q(\mathbf r)$, it comes out of the sum, and relabelling $\mathbf T=-\mathbf L$ gives
\begin{equation}
V_X=\int_{\rm cell}Q\,M_X\,d^3r,\qquad
M_X(\mathbf r)=\sum_{\mathbf L}|\mathbf r-\mathbf R_X-\mathbf L|^3\,n_X(|\mathbf r-\mathbf R_X-\mathbf L|). \label{fold}
\end{equation}
Each image carries its own distance cubed. Summing the density over images and multiplying by the cube of the nearest distance is a different quantity.

\subsection{Atom-centred grid}
Let $\bar Q_X(r)$ be the average of $Q$ over directions around $\mathbf R_X$. Equation (\ref{avg}) becomes
\begin{equation}
V_X=4\pi\int_0^\infty r^5\,n_X(r)\,\bar Q_X(r)\,dr. \label{rad}
\end{equation}
No further partition of space is needed, because $n_X$ localizes the integrand. The density must be available at arbitrary points, folded back into the cell.

\subsection{Pseudocode}
\begin{verbatim}
tabulate n_X(r) up to r_c; F_X = integral of r^3 n_X up to r_c
uniform grid, for each point p in the cell:
    list all atom images within r_c of p
    pro = sum of n_Y(distance) over the list
    if pro is below threshold: add n(p)*h^3 to "lost"; continue
    for each image of X at distance d in the list:
        V_X += h^3 * d^3 * (n_X(d)/pro) * n(p)
atom-centred grid, for each atom X and point p (weight W, radius d):
    pro = sum over images within r_c of p
    V_X += W * d^3 * (n_X(d)/pro) * n(p)
return v_X = V_X / F_X
\end{verbatim}
Form $n_X/n_{\rm pro}$ first: it lies between 0 and 1, whereas $Q$ can overflow in a vacuum region.

\subsection{Cost}
For cell volume $\Omega$ and spacing $h$ there are $\Omega/h^3$ points. Atom $X$ has on average $(4\pi/3)r_c^3/\Omega$ images within $r_c$ of a point. The product, $(4\pi/3)(r_c/h)^3$ evaluations per atom, does not depend on $\Omega$, so with neighbour lists the cost is linear in the number of atoms. For $h=0.25$ and $r_c=8$ it is about $1.4\times10^5$ per atom. The centred grid costs its number of points times the number of atoms within $r_c$, again per atom, plus the interpolation of $n$.

\section{A model crystal}

The numbers below belong to a model with round parameters, not to a material. A cubic cell of side 6 has atom A at the corner and B at the centre, 5.196 apart. Every shell has the density $Nz^3e^{-zr}/(8\pi)$, which holds $N$ electrons. Its free volume is
\[
4\pi\,\frac{Nz^3}{8\pi}\int_0^\infty r^5e^{-zr}dr=\frac{Nz^3}{2}\,\frac{120}{z^6}=\frac{60N}{z^3}.
\]
Free A has a core $(N,z)=(8,5)$ and a valence shell $(2,1.6)$; free B has $(2,15)$ and $(6,2.5)$. Hence
\begin{align*}
V_A^{\rm free}&=\frac{480}{125}+\frac{120}{4.096}=3.840+29.297=33.137,\\
V_B^{\rm free}&=\frac{120}{3375}+\frac{360}{15.625}=0.036+23.040=23.076.
\end{align*}
In the crystal the cores are frozen and the valence shells are $(1,1.8)$ on A and $(7,2.5)$ on B: one electron has moved from A to B.

The uniform grid at $h=0.125$ gives $V_A=25.959$ and $V_B=22.156$ (3.847 and 3.283~\AA$^3$). The centred grid agrees to about $10^{-4}$ bohr$^3$. Thus
\[
v_A=\frac{25.959}{33.137}=0.783,\qquad v_B=\frac{22.156}{23.076}=0.960,
\]
and the $C_6$ factors $v^2$ are 0.614 and 0.922.

Atom B has gained an electron, yet its volume has shrunk. The average form explains this. Near B, $Q$ approaches the valence ratio $7/6$ outside the small core. But A's valence density has fallen at every distance, because $1.8^3e^{-1.8r}<2(1.6)^3e^{-1.6r}$ already holds at $r=0$ ($5.83<8.19$) and the left side decays faster. Where this loss exceeds B's gain, $Q<1$, and the factor $r_B^3$ gives such outer regions enough weight to bring the mean below one. The volume ratio is not a measure of charge.

Keeping only the nearest image of A in $M_A$, with $n_{\rm pro}$ complete, gives 14.551 instead of 25.959, a loss of 44\%. The $C_6$ factor falls from 0.614 to $(14.551/33.137)^2=0.193$. A simple check catches this fault: set $n=n_{\rm pro}$ and require $v_X=1$.

\section{Why sharp cores do little harm}

A uniform grid integrates a sharp core badly. In the model, both nuclei lie midway between grid points. For one shell, Poisson summation turns the grid sum into a sum over $\mathbf G_m=2\pi\mathbf m/h$, with $\mathbf m$ a vector of integers. The half-step offset gives the phase $e^{i\pi(m_1+m_2+m_3)}$. The Fourier transform of the shell is
\[
\frac{Nz^3}{8\pi}\,\frac{4\pi}{k}\int_0^\infty r\,e^{-zr}\sin kr\,dr
=\frac{Nz^3}{2k}\,\frac{2zk}{(z^2+k^2)^2}=\frac{N}{(1+k^2/z^2)^2},
\]
so the electron count on the grid is
\begin{equation}
N_{\rm grid}=\sum_{\mathbf m}(-1)^{m_1+m_2+m_3}\frac{N}{(1+G_m^2/z^2)^2}.
\end{equation}
The term $\mathbf m=0$ is the true count; the others are small only when $2\pi/h\gg z$. Summed over the four shells at $h=0.25$, the formula gives 17.499 electrons, as does direct summation on the grid; the true count is 18. The error is 2.8\%.

The volumes at the same spacing differ from those at $h=0.125$ by less than $5\times10^{-5}$ in relative terms. Two mechanisms protect them. At a foreign nucleus, with frozen core density $c$ and valence densities $a'$ in the crystal and $a$ in the promolecule, $Q=(c+a')/(c+a)$ lies between 1 and $a'/a$: the peak cancels. At the atom's own nucleus, $r_X^3$ suppresses the integrand. The cancellation needs the same core in $n$ and $n_{\rm pro}$, sampled at the same points. If the core is sharp in $n$ but smoothed in the references, $Q$ inherits the peak and this protection is lost. If it is smoothed in $n$ only, $Q$ has a bounded dip at the nucleus instead of a peak; the harm is then that the volumes themselves change. With matched cores, a poor electron count on the grid does not by itself condemn the volumes.

\section{Sensitivity to the free-atom reference}

Vary the references at fixed $n$. The quotient rule applied to $n_X/n_{\rm pro}$ gives
\begin{equation}
\delta V_X=\int r_X^3\,Q\left[\delta n_X-n_X\frac{\delta n_{\rm pro}}{n_{\rm pro}}\right]d^3r,\qquad
\delta\ln v_X=\frac{\delta V_X}{V_X}-\frac{\delta V_X^{\rm free}}{V_X^{\rm free}}. \label{var}
\end{equation}
If all references are scaled by $1+\epsilon$, the bracket vanishes: $V_X$ stays, $V_X^{\rm free}$ grows, and $v_X$ falls by the relative amount $\epsilon$. A normalization error common to all references therefore enters $v$ directly.

Now change the valence exponent $z_A$ of reference A. Since $\partial(z^3e^{-zr})/\partial\ln z=(3-zr)z^3e^{-zr}$, the reference gains density inside $r=3/z_A=1.875$ and loses it outside. Equation (\ref{var}) gives $\partial\ln V_A/\partial\ln z_A=-2.318$, and finite differences on the uniform grid reproduce it. The free volume changes by $-3\times29.297/33.137=-2.652$, because the core part is fixed. Most of the change cancels in the ratio:
\[
\frac{\partial\ln v_A}{\partial\ln z_A}=-2.318+2.652=0.335\ \text{(from unrounded values)}.
\]
The neighbour has no such compensation, as $V_B^{\rm free}$ is untouched: $\partial\ln v_B/\partial\ln z_A=0.406$. The sign is positive because a contracted A gives up density in its outer region, where B takes a larger share, and this outweighs the gain of A near its nucleus. Here the ratio of B responds more strongly to A's reference than the ratio of A does.

For finite changes the output gives $v_A=0.751,\,0.783,\,0.817$ and $v_B=0.912,\,0.960,\,1.009$ at $z_A=1.4,\,1.6,\,1.8$. Whether B counts as shrunken or swollen depends on the reference chosen for A. The references, $V^{\rm free}$ and $C_6^{\rm free}$ should thus form one fixed set. Using $z_A=1.8$ in the weights with the old free volume would give $19.945/33.137=0.602$ in place of 0.817.

\section{Sensitivity to the radial cutoff}

Let $f$ be the fraction of $V_X^{\rm free}$ beyond $r_c$, and let $q$ be the mean of $Q$ in that tail with weight $r^3n_X$. Keep $n_{\rm pro}$ complete for the moment. The truncated numerator is $(v-fq)V_X^{\rm free}$ and the truncated free volume is $(1-f)V_X^{\rm free}$, so
\begin{equation}
v_c-v=\frac{v-fq}{1-f}-v=\frac{v-fq-v+fv}{1-f}=\frac{f(v-q)}{1-f}. \label{cut}
\end{equation}
If only the numerator is cut, the error is $-fq$. Consistent truncation thus replaces $q$ by the difference $v-q$, which is small when the tail sees much the same $Q$ as the whole atom.

For a distant cutoff in a crystal, expand $Q=\sum_{\mathbf G}Q_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ with an absolutely convergent sum. With $\mathbf r$ measured from atom $X$, the average of $e^{i\mathbf G\cdot\mathbf r}$ over directions is $\sin(Gr)/(Gr)$, which vanishes at large $r$ unless $\mathbf G=0$. Hence $\bar Q_X$, and with it $q$, tends to the cell average $Q_0$, and the error tends to $f(v-Q_0)$. The approach is slow and oscillating, since the remaining terms fall only as $1/(Gr_c)$; at practical cutoffs $q$ can lie on either side of $Q_0$ and should be computed rather than replaced by it. For an isolated molecule there is no such limit: if $n$ and $n_{\rm pro}$ decay at different rates, $Q$ tends to zero or grows without bound.

For atom A, with $v_A=0.7834$, the results are as follows. In the last two columns $n_{\rm pro}$ is truncated too.
\begin{center}
\begin{tabular}{ccccc}
$r_c$ & $f$ & $q$ & both cut & only $V_A$ cut\\
6 & 0.0741 & 0.765 & 0.7871 & 0.7288\\
8 & 0.0108 & 0.804 & 0.7833 & 0.7749\\
10 & 0.0012 & 0.830 & 0.7833 & 0.7824
\end{tabular}
\end{center}
At $r_c=6$, equation (\ref{cut}) predicts $0.0741\times(0.7834-0.7648)/0.9259=0.0015$. The observed shift is 0.0037. The remaining 0.0022 comes from truncating $n_{\rm pro}$, which lowers the denominator and so raises $V_A$. At $r_c=8$ the tail term is $-0.0002$ and the denominator term $+0.0001$; they partly cancel. Agreement at one cutoff is therefore weak evidence of convergence, and $f$ should be watched as well.

A cutoff must also leave $n_{\rm pro}>0$ wherever $n>0$. In a dense crystal this is easily met. In slabs, pores and molecules, points beyond every cutoff have no owner, and the charge found there should be reported.

\section{Missing core density}

\subsection{Valence density with all-electron references}
With fixed weights $V_X$ is linear in $n$. Dropping the cores therefore removes $\sum_{Y,\mathbf L}\int r_X^3w_X\,n^{\rm core}_{Y,\mathbf L}\,d^3r$. Shifting each image of $Y$ to its home site moves the lattice sum onto $r_X^3n_X$, and
\begin{equation}
\Delta V_X=-\sum_Y\int n_Y^{\rm core}(r_Y)\,\frac{M_X}{n_{\rm pro}}\,d^3r. \label{loss}
\end{equation}
For A the loss is 4.456, of which 3.763 comes from its own core. The ratio drops by $4.456/33.137=0.134$ to 0.649, and $C_6$ falls by 31\%. The part lost from an atom's own core is close to the core's free volume $60N/z^3$: A's diffuse core makes up 11.6\% of its free volume, B's tight core 0.15\%.

It does not follow that B is safe. It loses 0.403, and only 0.036 of this is its own core. The other 91\% is B's share of the cores on other sites, small in weight but multiplied by the distance cubed. That A's large core supplies most of it is plausible, but the output does not separate the sites. The ratio $v_B$ falls from 0.960 to 0.943.

\subsection{Valence density with valence references}
Now drop the core from $n$, from the weights and from $V^{\rm free}$. Let $f_c$ be the core fraction of $V_X^{\rm free}$. Suppose that $w_X\approx1$ in the atom's own core, that foreign cores contribute little, and that the weights of the valence density hardly change. Then the numerator and the free volume both lose $f_cV_X^{\rm free}$:
\begin{equation}
v_{\rm val}\approx\frac{v-f_c}{1-f_c},\qquad v_{\rm val}-v\approx-\frac{f_c(1-v)}{1-f_c}. \label{val}
\end{equation}
The frozen core is a part of the atom that does not shrink. Within this estimate, removing it takes an unchanged part out of the mean and so moves $v$ away from one. When $v$ is already close to one, the neglected terms can outweigh this shift.

For A the estimate is $(0.7834-0.1159)/0.8841=0.755$; the computed value is 0.746. The estimate gives about three quarters of the shift, and $C_6$ is 9\% below the all-electron result instead of 31\%. For B it fails: it predicts almost no shift, while $v_B$ falls from 0.960 to 0.953. Here the neglected terms, foreign cores and changed weights, are the whole effect.

The direct cure is to add frozen core densities to the valence density and to use all-electron references containing the same cores. In this model that restores $n$ completely. With a pseudopotential, the smoothed valence density inside the core still differs from the true one; the model does not measure that error. Where no core is available, valence references with valence free volumes are the better choice for both atoms here, and semicore shells belong in the valence.

The numerical output lists the volumes on the uniform and atom-centred grids, and the slopes from equation (\ref{var}) beside those from finite differences.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell side 6.0 bohr, A-B distance 5.196 bohr
V_free A: 33.1369 bohr^3
V_free B: 23.0756 bohr^3
true electron count per cell: 18.0
uniform h=0.5000 bohr: V_A=25.9632, V_B=22.1546 bohr^3, count=15.8327
uniform h=0.2500 bohr: V_A=25.9586, V_B=22.1567 bohr^3, count=17.4992
uniform h=0.1667 bohr: V_A=25.9586, V_B=22.1561 bohr^3, count=17.8562
uniform h=0.1250 bohr: V_A=25.9586, V_B=22.1561 bohr^3, count=17.9473
count at h=0.25 bohr from aliasing sum: 17.4992
V_A with nearest image only: 14.5508 bohr^3
centred A: coarse angles 25.9586, fine 25.9587 bohr^3
centred B: coarse angles 22.1555, fine 22.1561 bohr^3
A: v=0.7834, C6 factor v^2=0.6137, V=3.8467 angstrom^3
B: v=0.9602, C6 factor v^2=0.9219, V=3.2832 angstrom^3
dlnV_A/dln z_A: formula -2.3176, difference -2.3176
dlnV_B/dln z_A: formula 0.4060, difference 0.4060
dlnV_free_A/dln z_A: -2.6524
dln v_A/dln z_A: 0.3347
z_A=1.4/bohr: V_free_A=47.5718, V_A=35.7376 bohr^3
   v_A=0.7512, v_B=0.9122
z_A=1.8/bohr: V_free_A=24.4161, V_A=19.9450 bohr^3
   v_A=0.8169, v_B=1.0092
cutoff 6 bohr: f=0.07410, tail mean Q=0.7648
   v_A both cut 0.78710, only V_A cut 0.72878
   full n_pro: grid 0.78493, formula 0.78487
cutoff 8 bohr: f=0.01081, tail mean Q=0.8035
   v_A both cut 0.78332, only V_A cut 0.77486
   full n_pro: grid 0.78318, formula 0.78316
cutoff 10 bohr: f=0.00122, tail mean Q=0.8295
   v_A both cut 0.78333, only V_A cut 0.78237
   full n_pro: grid 0.78332, formula 0.78332
core A: free core volume 3.8400 bohr^3, f_c=0.1159
   loss 4.4555 bohr^3, of which own core 3.7628
   v mixed 0.6489, valence-only 0.7460, estimate 0.7550
core B: free core volume 0.0356 bohr^3, f_c=0.0015
   loss 0.4029 bohr^3, of which own core 0.0355
   v mixed 0.9427, valence-only 0.9529, estimate 0.9601
\end{verbatim}
